# Spurious inverse-cube repulsion of periodic charges above a grounded metal: verification in Python

```python
"""
Result under test: charges q on a square lattice of period L, at height d above
an ideal grounded metal, in a dielectric (constant eps) filling the half-space,
have the spurious energy per cell
    dE = E(L) - E(infinity) = S3 q^2 d^2 / (eps L^3)   for d << L,
with S3 the sum of (m^2+n^2)^(-3/2) over nonzero integer pairs.
Symbols: lam = screening length of a non-ideal metal, H = film thickness,
k or G = lateral wavevector, COUL = e^2/(4 pi eps0) in eV angstrom.
Energies are in eV, lengths in angstrom, and q = 1.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.constants import physical_constants, k as k_boltz, e as e_charge

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
COUL = HARTREE * BOHR


def square_lattice_zeta(s):
    """Analytic sum of (m^2+n^2)^(-s) over nonzero integer pairs."""
    s = mp.mpf(s)
    beta = (mp.zeta(s, mp.mpf(1) / 4) - mp.zeta(s, mp.mpf(3) / 4)) / 4**s
    return float(4 * mp.zeta(s) * beta)


S3 = square_lattice_zeta(1.5)
S5 = square_lattice_zeta(2.5)
M = -square_lattice_zeta(0.5)

# Explicit lattice points; the region outside the square is integrated.
NMAX = 400
idx = np.arange(-NMAX, NMAX + 1, dtype=float)
R2 = (idx[:, None]**2 + idx[None, :]**2).ravel()
R2 = R2[R2 > 0]
TAIL3 = 4 * np.sqrt(2) / (NMAX + 0.5)   # integral of 1/R^3 outside the square


def direct_sum(d, L, eps):
    """Spurious energy from explicit charges and images."""
    x = d / L
    total = np.sum(1 / np.sqrt(R2) - 1 / np.sqrt(R2 + 4 * x * x))
    return COUL / (2 * eps * L) * (total + 2 * x * x * TAIL3)


def cube_law(d, L, eps):
    return S3 * COUL * d**2 / (eps * L**3)


def response(k, d, eps, lam=0.0, H=np.inf, r_top=0.0):
    """Potential at the charge plane relative to a uniform dielectric."""
    if lam > 0:
        s = np.sqrt(k * k + 1 / lam**2)
        r_metal = (eps * k - s) / (eps * k + s)
    else:
        r_metal = -1.0
    lower = 1 + r_metal * np.exp(-2 * k * d)
    upper = 1 + r_top * np.exp(-2 * k * (H - d))
    return lower * upper / (1 - r_metal * r_top * np.exp(-2 * k * H))


def wavevector_sum(d, L, eps, **boundary):
    """Spurious energy from the wavevector solution; needs H-d >= d."""
    def F(k):
        return response(k, d, eps, **boundary)
    kmax = 18 / d
    n = int(kmax * L / (2 * np.pi)) + 2
    m = np.arange(1, n + 1, dtype=float)
    p = np.arange(0, n + 1, dtype=float)
    G = 2 * np.pi / L * np.sqrt(m[:, None]**2 + p[None, :]**2)
    nonzero = 4 * np.sum((F(G) - 1) / G)
    k0 = 1e-5
    zero = 2 * F(k0) / k0 - F(2 * k0) / (2 * k0)
    isolated = quad(lambda k: F(k) - 1, 0, kmax,
                    epsabs=1e-12, epsrel=1e-11, limit=400)[0]
    periodic = 2 * np.pi / L**2 * (zero + nonzero) - M / L
    return COUL / (2 * eps) * (periodic - isolated)


def poisson_grid(G, d, eps, lam, H, vacuum_top, h=0.02):
    """Finite-difference potential at a unit sheet source of wavevector G."""
    z0 = -16 * lam
    z1 = H + (15 / G if vacuum_top else 0)
    cells = int(round((z1 - z0) / h))
    mid = z0 + (np.arange(cells) + 0.5) * h
    diel = np.where((mid > 0) & (mid < H), eps, 1.0)
    mass = diel * G * G
    if lam > 0:
        mass = mass + np.where(mid < 0, 1 / lam**2, 0.0)
    band = np.zeros((3, cells - 1))
    band[1] = (diel[:-1] + diel[1:]) / h**2 + (mass[:-1] + mass[1:]) / 2
    band[0, 1:] = -diel[1:-1] / h**2
    band[2, :-1] = -diel[1:-1] / h**2
    rhs = np.zeros(cells - 1)
    site = int(round((d - z0) / h)) - 1
    rhs[site] = 4 * np.pi / h
    return solve_banded((1, 1), band, rhs)[site]


# Lattice constants against explicit sums.
S3_direct = np.sum(R2**-1.5) + TAIL3
assert abs(S3_direct - S3) < 1e-6
assert abs(np.sum(R2**-2.5) - S5) < 1e-6

# Example parameters: rough values for silicon near a metal contact.
eps, d, a_cell = 12.0, 8.0, 5.43
L = 8 * a_cell
exact = direct_sum(d, L, eps)
law = cube_law(d, L, eps)
lower_bound = law - 3 * S5 * COUL * d**4 / (eps * L**5)

# Real-space images against the wavevector solution, and the bounds.
cell_counts = (4, 6, 8, 12)
for n in cell_counts:
    P = n * a_cell
    real = direct_sum(d, P, eps)
    assert abs(wavevector_sum(d, P, eps) / real - 1) < 1e-5
    top = cube_law(d, P, eps)
    assert top - 3 * S5 * COUL * d**4 / (eps * P**5) < real < top

# Exponent and prefactor at small d/L.
E40, E80 = direct_sum(1, 40, 1), direct_sum(1, 80, 1)
exponent = np.log2(E80 / E40)
assert abs(exponent + 3) < 0.005
assert abs(E80 / cube_law(1, 80, 1) - 1) < 1e-3

# Work against the force from the images of other cells fixes the factor 1/2.
nodes, weights = np.polynomial.legendre.leggauss(8)
work = 0.0
for node, weight in zip(nodes, weights):
    x = (node + 1) / 2 * d / L
    pull = np.sum(2 * x / (R2 + 4 * x * x)**1.5) + 2 * x * TAIL3
    work += weight / 2 * d * COUL / (eps * L**2) * pull
assert abs(work / exact - 1) < 1e-5

# Potential plateau far above the charges, explicit charges and images.
x, z = d / L, 3.0
R2_all = np.append(R2, 0.0)
far = np.sum(1 / np.sqrt(R2_all + (z - x)**2)
             - 1 / np.sqrt(R2_all + (z + x)**2)) + 2 * z * x * TAIL3
plateau = 4 * np.pi * COUL * d / (eps * L**2)
assert abs(far * COUL / (eps * L) / plateau - 1) < 1e-4

# Opposite regime, charge height equal to the period.
far_form = COUL / (2 * eps) * (4 * np.pi / L - M / L + 1 / (2 * L))
height_equal = direct_sum(L, L, eps)
assert abs(height_equal / far_form - 1) < 1e-4
assert cube_law(L, L, eps) / height_equal > 1.5

# Layer response against a finite-difference solution of Poisson's equation.
G1 = 2 * np.pi / L
r_vac = (eps - 1) / (eps + 1)
for lam_t, H_t, vacuum in ((0.5, 20.0, True), (0.0, 20.0, False)):
    r_t = r_vac if vacuum else -1.0
    numeric = poisson_grid(G1, d, eps, lam_t, H_t, vacuum)
    formula = 2 * np.pi / (eps * G1) * response(
        G1, d, eps, lam=lam_t, H=H_t, r_top=r_t)
    assert abs(numeric / formula - 1) < 1e-3

# Long-range laws for a screening metal and for a film below vacuum.
lam = 0.5
D = d + eps * lam
L_far = 40 * D
ratio_metal = wavevector_sum(d, L_far, eps, lam=lam) / cube_law(D, L_far, eps)
assert abs(ratio_metal - 1) < 0.005
eps_t = 4.0
film_far = wavevector_sum(d, 800.0, eps_t, H=16.0,
                          r_top=(eps_t - 1) / (eps_t + 1))
ratio_film = film_far / (cube_law(d, 800.0, eps_t) / eps_t)
assert abs(ratio_film - 1) < 0.03

# Sizes of neglected effects for the example.
H = 50.0
E_metal = wavevector_sum(d, L, eps, lam=lam)
E_vacuum = wavevector_sum(d, L, eps, H=H, r_top=r_vac)
E_gate = wavevector_sum(d, L, eps, H=H, r_top=-1.0)
temperature, carriers_cm3 = 300.0, 1e16
kT = k_boltz * temperature / e_charge
debye = np.sqrt(eps * kT / (4 * np.pi * COUL * carriers_cm3 * 1e-24))
gap, barrier, m_light, m_heavy = 1.1, 0.5, 0.19, 0.92
decay = np.sqrt(2 * m_light * barrier / HARTREE) / BOHR
tunnel = np.exp(-2 * decay * d)
L_goal = (S3 * COUL * d**2 / (eps * 0.001))**(1 / 3)

print(f"Coulomb constant = {COUL:.4f} eV angstrom")
print(f"S3 analytic = {S3:.6f}, explicit = {S3_direct:.6f} (no unit)")
print(f"S5 = {S5:.6f}, M = {M:.6f} (no unit)")
print(f"Exponent of L from L/d = 40 to 80: {exponent:.4f}")
print(f"Dielectric constant = {eps:.1f}")
print(f"Charge height d = {d:.2f} angstrom")
print(f"Cubic cell edge = {a_cell:.2f} angstrom")
for n in cell_counts:
    P = n * a_cell
    e_sum, e_law = direct_sum(d, P, eps), cube_law(d, P, eps)
    print(f"{n} cells: L = {P:.2f} angstrom, d/L = {d / P:.4f}")
    print(f"  sum {e_sum:.6f} eV, law {e_law:.6f} eV, "
          f"law/sum {e_law / e_sum:.4f}")
print(f"Main case, 8 cells: lower bound = {lower_bound:.6f} eV")
print(f"Main case by wavevectors = {wavevector_sum(d, L, eps):.6f} eV")
print(f"Main case by work of force = {work:.6f} eV")
print(f"Main case converted: {1000 * exact:.3f} meV at L = {L / 10:.3f} nm")
print(f"Isolated image energy = {-COUL / (4 * eps * d):.6f} eV")
print(f"L where law gives 0.001 eV = {L_goal:.2f} angstrom")
print(f"  lattice sum at that L = {direct_sum(d, L_goal, eps):.6f} eV")
print(f"At d = L (8 cells): sum = {height_equal:.6f} eV")
print(f"  large-height form = {far_form:.6f} eV")
print(f"  cube law there = {cube_law(L, L, eps):.6f} eV")
print("Neglected effects, main case (rough inputs):")
print(f"Metal screening length = {lam:.2f} angstrom")
print(f"Effective height D = {D:.2f} angstrom")
print(f"Spurious energy, screening metal = {E_metal:.6f} eV")
print(f"Far-law check, screening metal: ratio {ratio_metal:.4f}")
print(f"Film thickness H = {H:.1f} angstrom")
print(f"Spurious energy, vacuum above film = {E_vacuum:.6f} eV")
print(f"Spurious energy, second gate at H = {E_gate:.6f} eV")
print(f"Far-law check, film (eps = {eps_t:.0f}): ratio {ratio_film:.4f}")
print(f"Temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Carrier density = {carriers_cm3:.1e} per cm3")
print(f"Debye length = {debye:.1f} angstrom, L/Debye = {L / debye:.4f}")
print(f"Potential plateau = {plateau:.5f} V, gap = {gap:.1f} eV")
print(f"Tunnel barrier = {barrier:.1f} eV, light mass = {m_light:.2f} m_e")
print(f"Tunnelling factor over d = {tunnel:.4f} (no unit)")
print(f"Shallow radius, light mass = {eps * BOHR / m_light:.1f} angstrom")
print(f"Shallow radius, mass {m_heavy:.2f} m_e = "
      f"{eps * BOHR / m_heavy:.1f} angstrom")
print("all good")
```

Output:

```
Coulomb constant = 14.3996 eV angstrom
S3 analytic = 9.033622, explicit = 9.033622 (no unit)
S5 = 5.090258, M = 3.900265 (no unit)
Exponent of L from L/d = 40 to 80: -2.9989
Dielectric constant = 12.0
Charge height d = 8.00 angstrom
Cubic cell edge = 5.43 angstrom
4 cells: L = 21.72 angstrom, d/L = 0.3683
  sum 0.056415 eV, law 0.067707 eV, law/sum 1.2002
6 cells: L = 32.58 angstrom, d/L = 0.2455
  sum 0.018315 eV, law 0.020061 eV, law/sum 1.0954
8 cells: L = 43.44 angstrom, d/L = 0.1842
  sum 0.008021 eV, law 0.008463 eV, law/sum 1.0551
12 cells: L = 65.16 angstrom, d/L = 0.1228
  sum 0.002446 eV, law 0.002508 eV, law/sum 1.0250
Main case, 8 cells: lower bound = 0.007978 eV
Main case by wavevectors = 0.008021 eV
Main case by work of force = 0.008021 eV
Main case converted: 8.021 meV at L = 4.344 nm
Isolated image energy = -0.037499 eV
L where law gives 0.001 eV = 88.53 angstrom
  lattice sum at that L = 0.000987 eV
At d = L (8 cells): sum = 0.126600 eV
  large-height form = 0.126601 eV
  cube law there = 0.249541 eV
Neglected effects, main case (rough inputs):
Metal screening length = 0.50 angstrom
Effective height D = 14.00 angstrom
Spurious energy, screening metal = 0.022189 eV
Far-law check, screening metal: ratio 0.9988
Film thickness H = 50.0 angstrom
Spurious energy, vacuum above film = 0.007777 eV
Spurious energy, second gate at H = 0.003284 eV
Far-law check, film (eps = 4): ratio 1.0017
Temperature = 300 K, kT = 0.02585 eV
Carrier density = 1.0e+16 per cm3
Debye length = 414.1 angstrom, L/Debye = 0.1049
Potential plateau = 0.06393 V, gap = 1.1 eV
Tunnel barrier = 0.5 eV, light mass = 0.19 m_e
Tunnelling factor over d = 0.0799 (no unit)
Shallow radius, light mass = 33.4 angstrom
Shallow radius, mass 0.92 m_e = 6.9 angstrom
all good
```
